# The WKB exponent of a trapezoidal barrier and its rectangular limit: a numerical check

```python
"""Direct tunnelling through a trapezoidal barrier.

Result under test: for 0 < qV <= phi the WKB exponent is
    S = 4 sqrt(2m) t / (3 hbar qV) * [phi^(3/2) - (phi - qV)^(3/2)],
and S -> S0 = 2 t sqrt(2 m phi) / hbar as V -> 0.
phi: barrier at the injecting interface above the electron energy (eV)
V: voltage across the layer (V); t: layer thickness (nm)
m: effective mass in the layer, in electron masses
Transmission for a thick barrier: T = P exp(-S), P from interface matching.
Lengths are in nm and energies in eV throughout.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

# 2 m_e / hbar^2 in 1/(eV nm^2)
C = 2 * const.m_e * const.e / const.hbar**2 * 1e-18
KINETIC_IN = 0.2       # eV, kinetic energy in the injecting electrode
MASS_ELECTRODE = 1.0   # electron masses


def exponent_formula(phi, V, t, m):
    return 4 * np.sqrt(C * m) * t / (3 * V) * (phi**1.5 - (phi - V)**1.5)


def exponent_cancelled(phi, V, t, m):
    a, b = np.sqrt(phi), np.sqrt(phi - V)
    return 4 * np.sqrt(C * m) * t / 3 * (a*a + a*b + b*b) / (a + b)


def exponent_rectangular(phi, t, m):
    return 2 * t * np.sqrt(C * m * phi)


def exponent_quadrature(phi, V, t, m):
    def kappa(x):
        return np.sqrt(C * m * max(phi - V * x / t, 0.0))
    return 2 * quad(kappa, 0, t, epsabs=1e-11, epsrel=1e-11, limit=200)[0]


def slowness(phi, V, t, m):
    """|kappa'|/kappa^2 at the exit, where it is largest."""
    return C * m * V / t / (2 * (C * m * (phi - V))**1.5)


def prefactor(phi, V, m):
    """Interface factor P; a common factor in all velocities cancels."""
    v1 = np.sqrt(KINETIC_IN / MASS_ELECTRODE)
    v2 = np.sqrt((KINETIC_IN + V) / MASS_ELECTRODE)
    w1, w2 = np.sqrt(phi / m), np.sqrt((phi - V) / m)
    return 16*v1*w1*v2*w2 / ((v1**2 + w1**2) * (v2**2 + w2**2))


def transmission_numerical(phi, V, t, m):
    """Integrate the Schroedinger equation back from the outgoing wave."""
    k1 = np.sqrt(C * MASS_ELECTRODE * KINETIC_IN)
    k2 = np.sqrt(C * MASS_ELECTRODE * (KINETIC_IN + V))

    def rhs(x, y):
        return [y[1], C * m * (phi - V * x / t) * y[0]]

    start = np.array([1.0, 1j * k2 * m / MASS_ELECTRODE], dtype=complex)
    sol = solve_ivp(rhs, (t, 0.0), start, method="DOP853",
                    rtol=1e-10, atol=1e-12)
    assert sol.success
    psi, slope = sol.y[:, -1]
    incident = (psi + slope * MASS_ELECTRODE / m / (1j * k1)) / 2
    return k2 / k1 / abs(incident)**2


# --- Symbolic checks -------------------------------------------------------
# WKB functions in a linear barrier, kappa^2 = A - g x: relative residual
# must be (5/4) (|kappa'|/kappa^2)^2 for both signs of the exponent.
x, A, g, y = sp.symbols("x A g y", positive=True)
kappa_sym = sp.sqrt(A - g * x)
eps_sym = sp.diff(kappa_sym, x) / kappa_sym**2
for sign in (1, -1):
    log_psi = (-sp.log(kappa_sym) / 2
               + sign * sp.Rational(2, 3) / g * (A - g*x)**sp.Rational(3, 2))
    ratio = sp.diff(log_psi, x, 2) + sp.diff(log_psi, x)**2
    residual = ratio / kappa_sym**2 - 1 - sp.Rational(5, 4) * eps_sym**2
    for point in ({A: 7, g: 2, x: 1}, {A: 11, g: 3, x: 2}):
        assert abs(sp.N(residual.subs(point), 30)) < 1e-20

# Approach to the rectangular limit, y = qV/phi.
shape = 2 * (1 - (1 - y)**sp.Rational(3, 2)) / (3 * y)
series = sp.series(shape, y, 0, 3).removeO()
assert sp.expand(series - (1 - y/4 - y**2/24)) == 0
mean_series = sp.series(sp.sqrt(1 - y/2), y, 0, 3).removeO()
assert sp.expand(mean_series - series - y**2/96) == 0

# --- Exponent against quadrature, including the end point qV = phi ---------
reference = dict(phi=3.0, t=1.5, m=0.5)
eps_r_ref, eps_r_high = 4.0, 20.0
high_k = dict(phi=1.5, t=reference["t"] * eps_r_high / eps_r_ref, m=0.2)
for layer in (reference, high_k):
    for fraction in (0.01, 0.1, 0.5, 0.9, 1.0):
        V = fraction * layer["phi"]
        direct = exponent_quadrature(V=V, **layer)
        assert abs(exponent_formula(V=V, **layer) / direct - 1) < 1e-7
        assert abs(exponent_cancelled(V=V, **layer) / direct - 1) < 1e-7
        S_mean = exponent_rectangular(layer["phi"] - V/2,
                                      layer["t"], layer["m"])
        assert S_mean > direct
    S0 = exponent_rectangular(**layer)
    assert abs(exponent_quadrature(V=1e-6, **layer) / S0 - 1) < 1e-6
    end = exponent_quadrature(V=layer["phi"], **layer)
    assert abs(end / S0 - 2/3) < 1e-7

# --- Numerical solver against the closed rectangular-barrier result --------
for layer in (reference, high_k):
    v = np.sqrt(KINETIC_IN / MASS_ELECTRODE)
    w = np.sqrt(layer["phi"] / layer["m"])
    half = exponent_rectangular(**layer) / 2
    closed = 1 / (1 + ((v*v + w*w) / (2*v*w) * np.sinh(half))**2)
    assert abs(transmission_numerical(V=0.0, **layer) / closed - 1) < 1e-6

# --- P exp(-S) against the Schroedinger equation ---------------------------
# The WKB error is of the order of |kappa'|/kappa^2 at the exit.
for layer, voltages in ((reference, (0.1, 1.0, 2.0)), (high_k, (0.1, 1.0))):
    for V in voltages:
        for stretch in (1, 2, 3):
            case = dict(layer, t=layer["t"] * stretch)
            wkb = (prefactor(layer["phi"], V, layer["m"])
                   * np.exp(-exponent_quadrature(V=V, **case)))
            error = abs(transmission_numerical(V=V, **case) / wkb - 1)
            assert error < slowness(V=V, **case) + 1e-6

# --- Worked example --------------------------------------------------------
V = 1.0
print(f"2 m_e/hbar^2 = {C:.4f} 1/(eV nm^2)")
print(f"Voltage across each layer = {V:.1f} V")
print(f"Kinetic energy, injecting electrode = {KINETIC_IN:.1f} eV")
print(f"Electrode mass = {MASS_ELECTRODE:.1f} m_e")
results = {}
for name, layer, permittivity in (("Reference", reference, eps_r_ref),
                                  ("High-k", high_k, eps_r_high)):
    phi, t, m = layer["phi"], layer["t"], layer["m"]
    S = exponent_formula(V=V, **layer)
    S0 = exponent_rectangular(**layer)
    S_mean = exponent_rectangular(phi - V/2, t, m)
    P = prefactor(phi, V, m)
    T = transmission_numerical(V=V, **layer)
    results[name] = (S, S0, T)
    print(f"{name} layer: permittivity {permittivity:.0f}, t = {t:.1f} nm, "
          f"phi = {phi:.1f} eV, m = {m:.1f} m_e")
    print(f"  phi^1.5 = {phi**1.5:.4f} eV^1.5, "
          f"(phi-qV)^1.5 = {(phi-V)**1.5:.4f} eV^1.5")
    print(f"  kappa at entry = {np.sqrt(C*m*phi):.3f} 1/nm, "
          f"at exit = {np.sqrt(C*m*(phi-V)):.3f} 1/nm")
    print(f"  |kappa'|/kappa^2 at exit = {slowness(V=V, **layer):.4f}")
    print(f"  S trapezoid = {S:.3f}, S by quadrature = "
          f"{exponent_quadrature(V=V, **layer):.3f}")
    print(f"  S0 rectangle = {S0:.3f}, S/S0 = {S/S0:.4f}")
    print(f"  S mean-height rectangle = {S_mean:.3f}, "
          f"excess over S = {S_mean-S:.3f}")
    print(f"  exp(-S) = {np.exp(-S):.3e}, exp(-S0) = {np.exp(-S0):.3e}")
    print(f"  exp(S0-S) = {np.exp(S0-S):.3g}")
    print(f"  P = {P:.4f}, P exp(-S) = {P*np.exp(-S):.3e}")
    print(f"  T from Schroedinger equation = {T:.3e}")

assert results["High-k"][2] < results["Reference"][2]
print(f"S0 ratio, high-k/reference = "
      f"{results['High-k'][1]/results['Reference'][1]:.3f}")
print(f"S ratio at {V:.1f} V, high-k/reference = "
      f"{results['High-k'][0]/results['Reference'][0]:.3f}")
print(f"T ratio at {V:.1f} V, reference/high-k = "
      f"{results['Reference'][2]/results['High-k'][2]:.2e}")

print("Reference layer, approach to the rectangular limit:")
S0 = exponent_rectangular(**reference)
for volt in (3.0, 2.0, 1.0, 0.5, 0.1, 0.01):
    S = exponent_formula(V=volt, **reference)
    r = volt / reference["phi"]
    print(f"  V = {volt:.2f} V: S = {S:.4f}, S/S0 = {S/S0:.5f}, "
          f"1-y/4-y^2/24 = {1-r/4-r*r/24:.5f}")
print(f"  V -> 0: S0 = {S0:.4f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
2 m_e/hbar^2 = 26.2468 1/(eV nm^2)
Voltage across each layer = 1.0 V
Kinetic energy, injecting electrode = 0.2 eV
Electrode mass = 1.0 m_e
Reference layer: permittivity 4, t = 1.5 nm, phi = 3.0 eV, m = 0.5 m_e
  phi^1.5 = 5.1962 eV^1.5, (phi-qV)^1.5 = 2.8284 eV^1.5
  kappa at entry = 6.275 1/nm, at exit = 5.123 1/nm
  |kappa'|/kappa^2 at exit = 0.0325
  S trapezoid = 17.155, S by quadrature = 17.155
  S0 rectangle = 18.824, S/S0 = 0.9113
  S mean-height rectangle = 17.184, excess over S = 0.029
  exp(-S) = 3.546e-08, exp(-S0) = 6.683e-09
  exp(S0-S) = 5.31
  P = 1.1911, P exp(-S) = 4.224e-08
  T from Schroedinger equation = 4.220e-08
High-k layer: permittivity 20, t = 7.5 nm, phi = 1.5 eV, m = 0.2 m_e
  phi^1.5 = 1.8371 eV^1.5, (phi-qV)^1.5 = 0.3536 eV^1.5
  kappa at entry = 2.806 1/nm, at exit = 1.620 1/nm
  |kappa'|/kappa^2 at exit = 0.0823
  S trapezoid = 33.991, S by quadrature = 33.991
  S0 rectangle = 42.091, S/S0 = 0.8075
  S mean-height rectangle = 34.367, excess over S = 0.377
  exp(-S) = 1.730e-15, exp(-S0) = 5.249e-19
  exp(S0-S) = 3.3e+03
  P = 1.1913, P exp(-S) = 2.061e-15
  T from Schroedinger equation = 2.039e-15
S0 ratio, high-k/reference = 2.236
S ratio at 1.0 V, high-k/reference = 1.981
T ratio at 1.0 V, reference/high-k = 2.07e+07
Reference layer, approach to the rectangular limit:
  V = 3.00 V: S = 12.5491, S/S0 = 0.66667, 1-y/4-y^2/24 = 0.70833
  V = 2.00 V: S = 15.2011, S/S0 = 0.80755, 1-y/4-y^2/24 = 0.81481
  V = 1.00 V: S = 17.1548, S/S0 = 0.91134, 1-y/4-y^2/24 = 0.91204
  V = 0.50 V: S = 18.0161, S/S0 = 0.95710, 1-y/4-y^2/24 = 0.95718
  V = 0.10 V: S = 18.6660, S/S0 = 0.99162, 1-y/4-y^2/24 = 0.99162
  V = 0.01 V: S = 18.8080, S/S0 = 0.99917, 1-y/4-y^2/24 = 0.99917
  V -> 0: S0 = 18.8237
ALL CHECKS PASSED
```
